# From straight blisters to telephone cords: arclength continuation with linearised stability

## Definitions and conventions

A film of thickness $h$, Young modulus $E$ and Poisson ratio $\nu$ carries an equibiaxial compressive stress $\sigma_0$. It is detached from a rigid substrate over a long strip $|y|<b$ and clamped at both edges; $x$ runs along the strip. With $D=Eh^3/[12(1-\nu^2)]$, the load is measured by
$$s=\frac{\sigma_0}{\sigma_c},\qquad \sigma_c=\frac{\pi^2E}{12(1-\nu^2)}\frac{h^2}{b^2},\qquad \sigma_c h=\frac{\pi^2D}{b^2}.$$

Lengths are in units of $b$ (so $Y=y/b$), deflection $W$ in $h$, in-plane displacements $U$ (along $x$) and $V$ (across) in $h^2/b$, membrane forces in $D/b^2$, and energy per length in $Dh^2/b^3$. Primes are derivatives in $Y$. The von Kármán strains and forces are
$$e_{ab}=\tfrac12(U_{a,b}+U_{b,a}+W_{,a}W_{,b}),\qquad n_{xx}=12(e_{xx}+\nu e_{yy})-\pi^2s,\qquad n_{xy}=12(1-\nu)e_{xy},$$
with $n_{yy}$ following by exchanging $x$ and $y$. The factor 12 is $Eh/(1-\nu^2)=12D/h^2$ in these units. The energy, averaged over $x$, is
$$\Pi=\int_{-1}^{1}\Big\langle\tfrac12(\nabla^2W)^2+6\big[e_{xx}^2+e_{yy}^2+2\nu e_{xx}e_{yy}+2(1-\nu)e_{xy}^2\big]-\pi^2s(e_{xx}+e_{yy})\Big\rangle dY .$$
The Gaussian-curvature part of the bending energy is absent because $W_{xx}W_{yy}-W_{xy}^2=\partial_x(W_xW_{yy})-\partial_y(W_xW_{xy})$ integrates to zero for a periodic film with $W_x=0$ at the edges. All fields and $W_Y$ vanish at $Y=\pm1$. Since $\delta\Pi=\int\langle\nabla^2W\,\nabla^2\delta W+n_{ab}\delta e_{ab}\rangle dY$, integration by parts gives
$$n_{ab,b}=0,\qquad \nabla^4W=n_{ab}W_{,ab}.$$

The edges stay straight and fixed, contact with the substrate is ignored, and the mean strain along the strip is zero.

## The naive scheme and its first failure

The obvious scheme raises $s$ in steps and solves $F(q,s)\equiv\partial\Pi/\partial q=0$ by Newton iteration from the previous solution, where $q$ collects the coefficients of $W,U,V$. Started from the flat film it never leaves it: $q=0$ solves the equations at every $s$.

The state it misses is known in closed form when nothing depends on $x$. Then $n_{yy}$ is constant; call it $-\lambda^2$. The equation $W''''+\lambda^2W''=0$ has the even solution $a+c\cos\lambda Y$. Clamping requires $\sin\lambda=0$, so the lowest case is $\lambda=\pi$ and
$$W=\tfrac A2(1+\cos\pi Y),\qquad n_{yy}=-\pi^2 .$$
Integrate $n_{yy}=12(V'+\tfrac12W'^2)-\pi^2s$ over the width. The $V'$ term vanishes and $\int W'^2dY=\pi^2A^2/4$, so
$$-2\pi^2=\tfrac32\pi^2A^2-2\pi^2s\quad\Rightarrow\quad A^2=\tfrac43(s-1).$$
The strain $e_{yy}=\pi^2(s-1)/12$ is uniform, and therefore
$$n_{xx}=\pi^2\nu(s-1)-\pi^2s=-\pi^2[(1-\nu)s+\nu].$$
Buckling relaxes the compression across the strip, but the compression along it keeps growing.

One way to reach this branch numerically, without a good guess of its shape, is to make the load an unknown. From a point $(q_0,s_0)$ with unit tangent $(t_q,t_s)$, pseudo-arclength continuation solves
$$F(q,s)=0,\qquad t_q^{T}M(q-q_0)+c\,t_s(s-s_0)=\Delta,$$
where $M$ is the matrix of $\int\langle W^2\rangle dY$ and $c=0.01$ weights the load. With $H=\partial F/\partial q$, each Newton step uses
$$J=\begin{pmatrix}H&F_s\\ t_q^{T}M&c\,t_s\end{pmatrix},$$
and the next tangent, before normalisation, solves $Jt=(0,1)^T$.

At a simple fold $H\varphi=0$ but $\varphi^TF_s\neq0$. If $J(v,\alpha)^T=0$, multiplying the first row by $\varphi^T$ gives $\alpha=0$, hence $v\propto\varphi$. The tangent there is $\varphi$ itself, so the last row excludes $v\ne0$ and $J$ is regular.

At a pitchfork $\varphi^TF_s=0$ by symmetry. The equations then have two tangents, one constraint cannot exclude both, and $J$ is singular at the point itself. The cure is to step off along the known null vector, $(t_q,t_s)=(\varphi,0)$, and evaluate $J$ at the displaced predictor. Doing this at $s=1$ within the $x$-independent states puts the iteration on the straight branch.

## Second failure: the start of the branch is unstable

Continuation of $x$-independent states says nothing about disturbances that vary along $x$. Take
$$\delta W=f(Y)\cos kx,\qquad \delta U=g(Y)\sin kx,\qquad \delta V=p(Y)\cos kx .$$
The amplitudes of the linearised strains are
$$\varepsilon_x=kg,\qquad \varepsilon_y=p'+W'f',\qquad \gamma=2\varepsilon_{xy}=g'-kp-kW'f .$$
Expanding $\Pi$ to second order and dropping the common factor $\tfrac14$ (one half from the expansion, one half from averaging $\cos^2$ and $\sin^2$) leaves
$$Q=\int_{-1}^1\big[(f''-k^2f)^2+12(\varepsilon_x^2+\varepsilon_y^2+2\nu\varepsilon_x\varepsilon_y)+6(1-\nu)\gamma^2+n_{xx}k^2f^2+n_{yy}f'^2\big]dY .$$
The last two terms come from the second-order strain $\tfrac12\delta W_{,a}\delta W_{,b}$ acting against the existing forces.

The part of $Q$ quadratic in $(g,p)$ is positive definite, so these fields can be minimised out. In matrix form, $K=H_{ff}-H_{fu}H_{uu}^{-1}H_{uf}$, where $u$ denotes $(g,p)$. The state is stable at this $k$ if the lowest eigenvalue $\mu$ of $K$, relative to $\int f^2dY$, is positive. Because $W'$ is odd, the problem splits into symmetric ($f,g$ even, $p$ odd) and antisymmetric ($f,g$ odd, $p$ even) parts.

For the flat film $W=0$ and $n_{xx}=n_{yy}=-\pi^2s$. The trial shape $f=(1+\cos\pi Y)/2$ has $\int f''^2=\pi^4/4$, $\int f'^2=\pi^2/4$ and $\int f^2=3/4$. Setting $Q=0$ and $\kappa=k^2/\pi^2$ gives an upper bound on the neutral load:
$$s\le\frac{1+2\kappa+3\kappa^2}{1+3\kappa}.$$
For small $\kappa$ this is $1-\kappa$, already below 1. Its minimum, at $\kappa=(\sqrt2-1)/3$, is $2\sqrt2/3=0.943$.

The neutral mode itself satisfies $(\partial_Y^2-k^2)(\partial_Y^2-k^2+\pi^2s)f=0$, so $f=a\cosh kY+c\cos qY$ with $q^2=\pi^2s-k^2$. Clamping gives $a\cosh k+c\cos q=0$ and $ak\sinh k-cq\sin q=0$. Eliminating $a$ yields
$$k\tanh k+q\tan q=0 .$$
Minimising the load numerically over $k$ gives $s=0.939$ at $k=1.20$. In this model, where the substrate does not block downward deflection, the strip therefore first buckles into bumps that alternate up and down along $x$, and the straight branch is born unstable at $s=1$.

It recovers because a change of amplitude stretches the buckled film. On the trial shape, with $W=Af$ and $p$ making $\varepsilon_y$ uniform, $\varepsilon_y=\tfrac12\int W'f'dY=\pi^2A/8$. The cost is $24\varepsilon_y^2=\pi^4(s-1)/2$. At $s=1$ the remaining terms are $-\pi^2k^2/4+3k^4/4$, lowest at $k^2=\pi^2/6$ with value $-\pi^4/48$. The growth of $|n_{xx}|$ adds $-\pi^4(1-\nu)(s-1)/8$ there. The sum vanishes at
$$s-1\approx\frac1{24-6(1-\nu)},$$
or $s\approx1.050$ for $\nu=0.35$. The full eigenproblem gives $s_L=1.053$ at $k=1.37$. The closeness is partly fortunate: the omitted $g$ and $\gamma$ contribute at the same order in $s-1$.

## Third failure: the cord is invisible from the straight branch

Newton iteration started on the straight branch stays there at any load. The state is invariant under shifts in $x$, so $F$ has no component along an $x$-dependent mode, even one that would lower the energy. The transition must be sought through $\mu$.

For each $k$ between 0.2 and 12, the load is raised from $s=2$ until $\mu$ changes sign, the root is refined, and the lowest root over $k$ is taken. Both parities are needed:

| $\nu$ | antisymmetric $s$ | symmetric $s$ |
|---|---|---|
| 0.10 | 5.27 | 4.68 |
| 0.20 | 5.83 | 5.60 |
| 0.30 | 6.55 | 6.75 |
| 0.35 | 7.00 | 7.44 |
| 0.40 | 7.52 | 8.23 |

The order changes at $\nu=0.255$. Below this value the straight blister first gives way to symmetric bulges; above it, to the sideways undulation that starts a telephone cord.

The axial compression $-n_{xx}/\pi^2=(1-\nu)s+\nu$ makes the table easier to read. At the antisymmetric threshold it is $0.9(5.27)+0.1=4.84$ for $\nu=0.1$ and $0.6(7.52)+0.4=4.91$ for $\nu=0.4$. That mode thus appears at nearly constant axial compression, and its threshold in $s$ rises because a larger $\nu$ relieves more of it. At the symmetric threshold the same quantity rises from 4.31 to 5.34, so that mode follows no such rule.

For $\nu=0.35$ the upper threshold is $s_U=6.996$ at $k=3.281$. At $s_L$ and $s_U$ the lowest $\mu$ is zero. On a grid of loads and wavenumbers for both parities, stopping 0.02 short of each end, every $\mu$ is positive, so the straight blister is stable in this window as far as the grid resolves it.

## Switching to the cord branch

At $s_U$ the new branch is entered along the antisymmetric null vector. Let $a$ be the amplitude of this mode, with all other coordinates eliminated. A shift by half a wavelength reverses $a$, so the reduced energy is even. To leading order
$$P=\tfrac12\mu a^2+\tfrac14\beta a^4,\qquad \partial_aP=a(\mu+\beta a^2)=0 .$$
On the new branch $a^2=-\mu/\beta$, and the curvature is
$$\partial_a^2P=\mu+3\beta a^2=-2\mu .$$
Since $\mu<0$ above $s_U$, a branch that exists there has $\beta>0$ and is stable in this direction. A branch running to lower loads would be unstable. The energy relative to the straight state is $-\mu^2/(4\beta)$, quadratic in $s-s_U$.

The discretisation needs care in one respect. If $W$ contains harmonics up to $m$, then $W_{,a}W_{,b}$ contains harmonics up to $2m$. In-plane fields cut off at $m$ could not relax that strain, and the film would be artificially stiff. Here $W$ has harmonics 0 to 3, and $U,V$ have harmonics up to 6. Across the strip the functions are Legendre polynomials times $(1-Y^2)^2$ for $W$ (five per harmonic) and times $(1-Y^2)$ for $U,V$ (eight per harmonic). The cord is unchanged by $x\to-x$ and by a half-period shift combined with $Y\to-Y$. Using both symmetries leaves $4\cdot5+6\cdot8+7\cdot8=124$ unknowns.

The complete procedure is:

1. Step off the flat state at $s=1$ along the symmetric null vector and continue the straight branch.
2. Find the zeros of $\mu(s,k)$ for both parities; take the lowest upper threshold and its $k$.
3. Fix the period at $2\pi/k$ and step off along the null vector with $\Delta=0.1$.
4. Continue with $\Delta=0.15$, halving the step if Newton fails.
5. At chosen loads, eliminate the in-plane unknowns from $H$ as before and compute the eigenvalues, relative to $\int\langle W^2\rangle dY$, for disturbances of both $x$-parities and both glide parities.

The last step must leave out one eigenvalue. If $z(x)$ is a solution, so is $z(x+\delta)$; differentiating $F=0$ with respect to $\delta$ gives $H\,\partial_xz=0$. This zero mode is a translation, not a loss of stability.

The first cord point lies at $s-s_U=0.053$, and its critical eigenvalue is $-2.01$ times that of the straight state at the same load. The transition at this period is therefore supercritical. None of the five continuation steps up to $s=9.5$ falls back below $s_U$. In the table, wander is the sideways displacement of the deflection centroid where it is largest, $\Delta\Pi$ is the energy relative to the straight state, and $\mu_{\min}$ is the lowest eigenvalue apart from translation.

| $s/s_U$ | wander$/b$ | $\Delta\Pi$ | $\mu_{\min}$ |
|---|---|---|---|
| 1.05 | 0.066 | −0.35 | 10.8 |
| 1.10 | 0.089 | −1.34 | 9.1 |
| 1.20 | 0.120 | −5.13 | 15.7 |
| 1.30 | 0.141 | −11.30 | 24.8 |

Doubling $s-s_U$ from 5% to 10% multiplies the energy gain by 3.8 and the wander by 1.36; the leading-order values are 4 and $\sqrt2$. All listed cords are stable against disturbances of their own period. Longer or incommensurate disturbances, which could change the wavelength, are not covered.

## What the cord does to the edge

Let the edge advance by $\delta$ at $Y=1$. The clamped conditions at the new edge require, at the old one, $\delta V=-V_Y\delta$, $\delta U=-U_Y\delta$, $\delta W_Y=-W_{YY}\delta$ and $\delta W=0$. Because the interior is in equilibrium, the energy changes through the added strip, with density $L$, and the boundary work:
$$\frac{d\Pi}{d\delta}=L-n_{yy}V_Y-n_{xy}U_Y-W_{YY}^2 .$$
At the edge $e_{xx}=0$, $e_{yy}=V_Y$ and $e_{xy}=U_Y/2$. Hence $L=\tfrac12W_{YY}^2+6V_Y^2+3(1-\nu)U_Y^2-\pi^2sV_Y$, $n_{yy}=12V_Y-\pi^2s$ and $n_{xy}=6(1-\nu)U_Y$. The terms in $s$ cancel, and the energy release rate, in units of $Dh^2/b^4$, is
$$G=-\frac{d\Pi}{d\delta}=\tfrac12W_{YY}^2+6V_Y^2+3(1-\nu)U_Y^2 .$$
For the cord this expression varies with $x$. An advance $\delta(x)$ that varies along the edge obeys the same edge conditions and changes the averaged energy by $-\langle G\,\delta\rangle$, so $G(x)$ is the local release rate, and its average is $-d\Pi/d\delta$ for a uniform advance.

For the straight blister $W_{YY}=\pi^2A/2$ and $V_Y=\pi^2(s-1)/12$, so
$$G=\frac{\pi^4(s-1)}6+\frac{\pi^4(s-1)^2}{24}=\frac{\pi^4}{24}(s-1)(s+3).$$

## A worked film

Take round model values $E=100$ GPa, $\nu=0.35$, $h=100$ nm and $\sigma_0=1$ GPa. Solving the definition of $s$ for the width gives
$$b=\pi h\sqrt{\frac{E\,s}{12(1-\nu^2)\sigma_0}}=0.314\ \mu\text{m}\times\sqrt{\frac{100\,s}{10.53}}=0.968\sqrt s\ \mu\text{m}.$$
The straight blister appears at $b=0.968$ μm, becomes stable at $0.968\sqrt{1.0534}=0.994$ μm, and gives way to the cord at $0.968\sqrt{6.996}=2.56$ μm. The wavelength at onset is $2\pi(2.56)/3.281=4.90$ μm, or 0.96 of the full width $2b$.

At $s=1.3s_U=9.09$ the half-width is 2.92 μm. With $D=9.50\times10^{-12}$ N m, the unit $Dh^2/b^4$ is $1.31\times10^{-3}$ J/m². The straight blister would have $G=397$ units, or 0.52 J/m². The cord, kept at $k=3.281$ so that its period has grown with $b$ to 5.59 μm, averages 469 units along its edge, or 0.61 J/m², which is 18% more. Where the ridge leans closest to the edge $G$ is 0.99 J/m²; half a period away it is 0.46 J/m², somewhat above the minimum of 0.39 J/m², which lies between the two positions. These values depend on the period, which the model does not select above $s_U$. If the wavelength stays at 4.90 μm ($k=3.74$), the mean, near and far values become 0.595, 0.945 and 0.44 J/m².

These figures assume that the film stays elastic. Detachment changes the strain across the strip, at the lower film surface along the clamped edge, by $(W_{YY}/2+V_Y)h^2/b^2$. This is 1.7% for the straight blister at this width and reaches about 2.6% for the cord. A film that yields or cracks at such strains is outside the model.

If the interface had a uniform toughness between 0.46 and 0.99 J/m², the edge would advance beside the near ridge and stay pinned opposite the far one. The straight edge assumed here would then become wavy. Following that growth requires a moving boundary and, in general, a toughness that depends on the mix of opening and shear, neither of which is in this model. The cord computed here is the undulation of a strip with fixed straight edges; observed telephone cords have wavy edges and grow at a moving front, and their final wavelength and shape are not predicted by this calculation.
